\section*{Why an alkali g factor can exceed the free-electron value}

\section{An alkali atom in a weak magnetic field}

Put an alkali atom in its $^2S_{1/2}$ ground state into a weak magnetic field $B$ along $z$. With the nuclear spin, and hence the hyperfine structure, left aside, the level splits in two, with energies
\begin{equation}
E=g_J\,\mu_B B\,M_J ,\qquad M_J=\pm\tfrac12 .
\end{equation}
The closed shells carry no angular momentum and the outer electron is in an $s$ orbital, so $g_J$ should be close to the free-electron value $g_e=2.00232$. In hydrogen it is slightly smaller, which is a relativistic effect. The Breit reduction for a hydrogenic $1s$ electron is $-\tfrac23(Z\alpha)^2$, which is $-35.5\times10^{-6}$ for $Z=1$.

This suggests a rule: binding lowers $g$, so every alkali atom lies below $g_e$. Caesium lies above it, by roughly $2\times10^{-4}$. The rule must therefore omit a contribution that is positive and larger than the reduction. The following model atom breaks the rule and can be worked through completely.

\section{A counter-example}

\subsection{The outer electron alone}

Let the outer electron move in a local potential that has nuclear charge 55 at short distance and charge 1 at long distance (atomic units):
\begin{equation}
V(r)=-\frac1r\left[1+\frac{54}{H(e^{r/d}-1)+1}\right],\qquad d=0.9,\quad H=4.5 .
\end{equation}
These are round model parameters. The Dirac equation for the $6s$ state gives an orbital energy of $-0.143$ hartree and
\begin{equation}
\delta_{\rm val}=g-2=-37.5\times10^{-6}.
\end{equation}
The sign agrees with the rule. The size is close to that of hydrogen and far from $-\tfrac23(55\alpha)^2=-0.107$, the leading-order value for a $1s$ electron at the bare nucleus.

\subsection{The outer electron with a core that can respond}

Now let the core have a filled $p$ shell and one empty shell $p'$. The model contains the configuration $p^6s$ and all states of $p^5p's$, which lie higher by $\Delta$. Two interactions act:
\begin{itemize}
\item Spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$, with constants $\zeta_p$ and $\zeta_{p'}$ within the shells and $\zeta_x$ for the transition $p\leftrightarrow p'$.
\item Exchange with the valence electron, $-2\sum_{ab}K_{ab}\,\mathbf s\cdot\mathbf S_{ab}$. Here $\mathbf s$ is the valence spin and $\mathbf S_{ab}$ is the spin operator that moves a core electron from shell $b$ to shell $a$. The constants are $K_p$, $K_{p'}$ and, for the transition, $K_x$.
\end{itemize}
The spin-independent part of exchange is taken to be absorbed in the orbitals and in $\Delta$. Other splittings of the core multiplets and double excitations are left out. The chosen values, in eV, are
\begin{equation}
\Delta=12,\quad(\zeta_p,\zeta_{p'},\zeta_x)=(1.0,0.2,0.4),\quad (K_p,K_{p'},K_x)=(0.3,0.6,0.1).
\end{equation}

The ground state has $J=\tfrac12$ and is mostly $^2S$, with small admixtures of $^4P$ and $^2P$. The operator $L_z+2S_z$ commutes with $\mathbf L^2$ and $\mathbf S^2$, so it has no cross terms between different $LS$ terms, and $g$ is the weighted mean of their Land\'e factors
\begin{equation}
g_{LS}=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
\end{equation}
For $J=\tfrac12$ these are
\begin{align}
g(^2S)&=1+\frac{3/4+3/4}{3/2}=2,\\
g(^4P)&=1+\frac{3/4+15/4-2}{3/2}=\frac83,\\
g(^2P)&=1+\frac{3/4+3/4-2}{3/2}=\frac23 .
\end{align}
With weights $w_4$ and $w_2$ of $^4P$ and $^2P$,
\begin{equation}
g-2=\tfrac23w_4-\tfrac43w_2 .
\label{eq:weights}
\end{equation}
Diagonalization gives $w_4=2.17663\times10^{-3}$ and $w_2=0.93973\times10^{-3}$, hence
\begin{equation}
\delta_{\rm core}=(1.45109-1.25298)\times10^{-3}=198.1\times10^{-6}.
\end{equation}
A $^4D$ term, with $g=1+\frac{3/4+15/4-6}{3/2}=0$, can also mix in. The weights above were obtained as $w_4=(\langle\mathbf S^2\rangle-\tfrac34)/3$ and $w_2=\tfrac12\langle\mathbf L^2\rangle-w_4$, so a $^4D$ weight $w_D$ adds $w_D$ to $w_4$ and $2w_D$ to $w_2$. In \eqref{eq:weights} this gives $\tfrac23w_D-\tfrac83w_D=-2w_D$, which is exactly the $^4D$ contribution. With these weights the formula is therefore exact, and its agreement with the direct expectation value of $L_z+2S_z$, also $198.1\times10^{-6}$, is an identity that says nothing about the size of $w_D$. The $^4D$ amplitude needs two spin-orbit steps to reach $L=2$ and one exchange step to leave core $J=0$. It is thus of third order in the couplings divided by $\Delta$, whereas the $P$ amplitudes are of first order.

If the two small shifts are treated as independent and added to $g_e$, then
\begin{equation}
\delta_{\rm val}+\delta_{\rm core}=(-37.5+198.1)\times10^{-6}=160.6\times10^{-6},
\qquad g_J=2.00248 .
\end{equation}
This bound $s$ electron has a $g$ factor above $g_e$. The core parameters were chosen and not calculated for caesium, so the number is no prediction for that atom. It shows that the inference from binding to a lowered $g_J$ is invalid.

\section{The correct statement}

\begin{enumerate}
\item For one Dirac electron in an $s_{1/2}$ bound state of a local central potential,
\begin{equation}
g=2-\tfrac83\,q,\qquad q=\int_0^\infty Q^2\,dr>0,
\label{eq:A}
\end{equation}
where $Q$ is the small radial component. Such an electron has $g<2$ whatever the screening.
\item In the core model, to leading order in the couplings divided by $\Delta$,
\begin{equation}
\delta_{\rm core}=\frac{4\zeta_x}{\Delta^3}\Big[\zeta_x(K_p+K_{p'})-K_x(\zeta_p+\zeta_{p'})\Big].
\label{eq:B}
\end{equation}
It needs both spin-orbit coupling and exchange, and it can have either sign.
\end{enumerate}

Equation \eqref{eq:A} refers to the Dirac value 2. The anomalous part $g_e-2$ is added unchanged; its own binding corrections, smaller than the shift by a factor of order $\alpha/\pi$, are neglected. Nuclear recoil and the Breit interaction between electrons are also left out.

\section{Proof for the single electron}

\subsection{The moment as a radial integral}

In atomic units the electron has charge $-1$, $c=1/\alpha$ and $\mu_B=\tfrac12$. With $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ the field adds
\begin{equation}
H_B=c\,\boldsymbol\alpha\cdot\mathbf A=\frac{cB}{2}(\mathbf r\times\boldsymbol\alpha)_z .
\end{equation}
Let $\chi$ be the spin-up spinor, $\mathbf n=\mathbf r/r$ and $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$. The $s_{1/2}$ state is
\begin{equation}
\psi=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}P\,\chi\\-iQ\,\sigma_n\chi\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .
\end{equation}
Since $\boldsymbol\alpha$ connects upper and lower components, the angular factor needed is the average of $(\mathbf n\times\boldsymbol\sigma)_z\sigma_n$. From $\sigma_k\sigma_l=\delta_{kl}+i\varepsilon_{klm}\sigma_m$,
\begin{equation}
(\mathbf n\times\boldsymbol\sigma)_z\,\sigma_n=i(n_z\sigma_n-\sigma_z)\;\longrightarrow\; i\left(\tfrac13-1\right)\sigma_z=-\tfrac{2i}{3}\sigma_z ,
\end{equation}
because $n_zn_j$ averages to $\delta_{zj}/3$. The factor $-i$ of the lower component turns this into $-\tfrac23$, and the complex conjugate term doubles it:
\begin{equation}
\langle H_B\rangle=\frac{cB}{2}\left(-\frac43\right)\int_0^\infty rPQ\,dr .
\end{equation}
This equals $g\mu_BBM_J=gB/4$, so
\begin{equation}
g=-\frac{8c}{3}\int_0^\infty rPQ\,dr .
\label{eq:moment}
\end{equation}

\subsection{Eliminating the potential}

Let $\varepsilon$ be the energy without the rest energy. The two rows of the Dirac equation, with $\boldsymbol\sigma\cdot\mathbf p$ acting on the spinors above, give
\begin{align}
P'&=\frac Pr+\frac{2c^2+\varepsilon-V}{c}\,Q,\label{eq:P}\\
Q'&=-\frac Qr-\frac{\varepsilon-V}{c}\,P.
\end{align}
Multiply the first by $P$, the second by $Q$, and add. The terms with $\varepsilon-V$ cancel:
\begin{equation}
\tfrac12(P^2+Q^2)'=\frac{P^2-Q^2}{r}+2c\,PQ .
\end{equation}
Multiply by $r$ and integrate. On the left, integration by parts gives $-\tfrac12$, since $r(P^2+Q^2)$ vanishes at both ends. On the right, $\int(P^2-Q^2)\,dr=1-2q$. Therefore
\begin{equation}
2c\int_0^\infty rPQ\,dr=-\tfrac12-(1-2q)=-\tfrac32+2q ,
\end{equation}
and \eqref{eq:moment} becomes
\begin{equation}
g=-\tfrac43\left(-\tfrac32+2q\right)=2-\tfrac83q .
\end{equation}
If $q$ were zero, \eqref{eq:P} would give $P\propto r$, which cannot be normalized. Hence $q>0$ and $g<2$.

For the $6s$ state above, $q=1.40797\times10^{-5}$ and $-\tfrac83q=-37.546\times10^{-6}$, equal to the value obtained from \eqref{eq:moment}.

\subsection{Kinetic energy, not binding energy}

For weak relativity \eqref{eq:P} gives $Q\simeq(P'-P/r)/(2c)$. With $f=P/r$ one has $P'-P/r=rf'$, so
\begin{equation}
q\simeq\frac1{4c^2}\int_0^\infty r^2f'^2\,dr=\frac{\langle p^2\rangle}{4c^2}=\frac{\langle T\rangle}{2c^2},
\qquad g-2\simeq-\frac43\,\alpha^2\langle T\rangle .
\end{equation}
For a hydrogenic $1s$ electron $\langle T\rangle=Z^2/2$, which returns the Breit reduction.

The nonrelativistic virial theorem gives $\langle T\rangle=\tfrac12\langle r\,dV/dr\rangle$. Averaged over the Dirac density $P^2+Q^2$ of the $6s$ state, the right-hand side is 0.540 hartree, almost four times the binding energy of 0.143 hartree, because the electron moves fast during its short visits to the core. The estimate is
\begin{equation}
-\tfrac43\times0.540\times(7.297\times10^{-3})^2=-38.3\times10^{-6},
\end{equation}
about 2 per cent larger in magnitude than the Dirac value. This closeness relies on the Dirac density. The Schr\"odinger $6s$ state of the same potential has $\langle T\rangle=0.46$ hartree and gives about $-33\times10^{-6}$, some 13 per cent smaller in magnitude than the Dirac value. A $3s$ electron in a similar potential with $Z=11$, $d=0.6$ and $H=1.5$ has $\tfrac12\langle r\,dV/dr\rangle=0.501$ hartree, again averaged over the Dirac density, and a shift of $-35.5\times10^{-6}$. That the two shifts are so close depends on the chosen parameters: with $H=1.919$ the $3s$ energy rises from $-0.219$ to $-0.189$ hartree and the shift becomes $-26.3\times10^{-6}$.

\subsection{Where the theorem ends}

The cancellation required $P(VQ)=Q(VP)$, which holds when $V$ multiplies by a function of $r$. Exchange with core electrons is a nonlocal operator. It leaves the term $[Q(VP)-P(VQ)]/c$, which need not vanish, and the inequality is then no longer guaranteed. A value above $g_e$ must come from outside the assumptions of \eqref{eq:A}, and exchange with the core is one such place.

\section{Proof for the core model}

\subsection{Each interaction alone gives no shift}

Without exchange, core and valence electron are independent. Spin-orbit coupling mixes the closed shell with excited states, but it conserves the core's total angular momentum, which stays zero. The core then has no magnetic moment, and $g=2$ comes from the valence spin. In terms of total $L$ and $S$, the admixture contains $^4P$ and $^2P$; by \eqref{eq:weights} the vanishing shift requires $w_4=2w_2$. Without spin-orbit coupling, $L=0$ is conserved and $g=2$ again.

Exchange disturbs the balance. To first order, the core in the admixed states has spin $S_c=1$, to which the opened $p$ shell and the $p'$ electron contribute half each. Within the states of $S_c=1$ the diagonal exchange is then $-(K_p+K_{p'})\,\mathbf s\cdot\mathbf S_c$. Since $\mathbf s\cdot\mathbf S_c$ is $\tfrac12$ in the quartet and $-1$ in the doublet, the mean energy of the admixed $^4P$ state falls and that of the admixed $^2P$ state rises. If $K_p\ne K_{p'}$, exchange also couples this $^2P$ state to one with $S_c=0$, but that changes the weights only in higher order. The state with the lower mean energy mixes in more strongly, and it is the one with $g>2$. In the worked example, which also contains the transition exchange treated next, $w_4/w_2$ rises from 2 to 2.316.

\subsection{Perturbation theory}

Transition exchange adds a second route to the same states, so all routes must be summed. Write a singly excited core state as a $6\times6$ matrix $M$:
\begin{equation}
|M\rangle=\sum_{ij}M_{ij}\,a^\dagger_{p'i}a_{pj}|0\rangle,\qquad\langle M|N\rangle=\mathrm{Tr}\,M^\dagger N ,
\end{equation}
where $|0\rangle$ is the closed shell and $i,j$ run over the six spin orbitals of a shell. A one-electron operator $h$ acting in $p'$ changes $M$ to $hM$. A traceless $h$ acting in $p$ changes it to $-Mh$, because it acts on a hole. Let $\mathbf l$ and $\boldsymbol\tau=\boldsymbol\sigma/2$ be the orbital and spin matrices of a core electron.

The interactions excite the ground state to $A+X$, with
\begin{equation}
A=\zeta_x\,\mathbf l\cdot\boldsymbol\tau,\qquad X=-2K_x\,\mathbf s\cdot\boldsymbol\tau .
\end{equation}
Within the excited states, spin-orbit coupling and exchange act as
\begin{align}
UM&=\zeta_{p'}(\mathbf l\cdot\boldsymbol\tau)M-\zeta_pM(\mathbf l\cdot\boldsymbol\tau),\\
YM&=-2\,\mathbf s\cdot(K_{p'}\boldsymbol\tau M-K_pM\boldsymbol\tau).
\end{align}
The excited part of the wave function, to second order, is
\begin{equation}
-\frac{A+X}{\Delta}+\frac{(U+Y)(A+X)}{\Delta^2}.
\end{equation}

Since $L_z+2S_z=2J_z-L_z$ and $M_J=\tfrac12$, the shift is $g-2=-2\langle L_z\rangle$. The closed shell has $L_z|0\rangle=0$, so only the excited part counts. On it, $L_z$ acts as a commutator with $l_z$:
\begin{equation}
L_zX=0,\qquad L_zA=\zeta_x[l_z,\mathbf l\cdot\boldsymbol\tau]=-i\zeta_x(\mathbf l\times\boldsymbol\tau)_z .
\end{equation}
The second-order term $\langle A|L_zA\rangle$ is the trace of a scalar times a vector component and vanishes. The term $\langle X|L_zA\rangle$ vanishes because $\mathrm{Tr}\,\mathbf l=0$. The leading shift is the third-order cross term. Its factor $-2$, the two equal cross terms and the sign of the first-order amplitude combine to
\begin{equation}
\delta_{\rm core}=\frac4{\Delta^3}\,\mathrm{Re}\,\langle L_zA|(U+Y)(A+X)\rangle .
\label{eq:third}
\end{equation}
For the same two reasons $UA$, a core scalar, and $YX$, which contains no $\mathbf l$, drop out. The terms $YA$ and $UX$ remain.

Two traces are needed. With $\mathrm{Tr}\,l_al_b=2\delta_{ab}$ for $l=1$ and $\mathrm{Tr}\,\tau_x\tau_y\tau_z=i/4$, which changes sign when two factors are exchanged,
\begin{align}
t_1&=\mathrm{Tr}[(\mathbf l\times\boldsymbol\tau)_z(\mathbf l\cdot\boldsymbol\tau)\tau_z]
=2\,\mathrm{Tr}[\tau_y\tau_x\tau_z-\tau_x\tau_y\tau_z]=-i,\\
t_2&=\mathrm{Tr}[(\mathbf l\times\boldsymbol\tau)_z\tau_z(\mathbf l\cdot\boldsymbol\tau)]
=2\,\mathrm{Tr}[\tau_y\tau_z\tau_x-\tau_x\tau_z\tau_y]=i .
\end{align}
The valence spin is up, so $\mathbf s$ is replaced by its mean value, $\tfrac12$ along $z$. Using $(L_zA)^\dagger=i\zeta_x(\mathbf l\times\boldsymbol\tau)_z$,
\begin{align}
\langle L_zA|YA\rangle&=-i\zeta_x^2(K_{p'}t_2-K_pt_1)=\zeta_x^2(K_p+K_{p'}),\\
\langle L_zA|UX\rangle&=-i\zeta_xK_x(\zeta_{p'}t_1-\zeta_pt_2)=-\zeta_xK_x(\zeta_p+\zeta_{p'}).
\end{align}
Inserting both in \eqref{eq:third} gives \eqref{eq:B}. The first term is the imbalance between $^4P$ and $^2P$ caused by diagonal exchange. The second is interference with the route in which exchange excites the core and spin-orbit coupling then acts within the excited states.

\subsection{Size, sign and trend}

For the parameters of the counter-example,
\begin{equation}
\delta_{\rm core}\simeq\frac{4\times0.4}{12^3}\,[0.4\times0.9-0.1\times1.2]=222\times10^{-6},
\end{equation}
12 per cent above the diagonalized value of $198\times10^{-6}$. The difference comes from higher orders: when all couplings are reduced to 2 per cent of their values, diagonalization and formula agree to 0.3 per cent for this parameter set, and to 0.7 per cent for the set considered next.

If $K_x$ is raised from 0.1 to 0.4 eV, the bracket becomes $0.36-0.48=-0.12$ eV$^2$. The formula gives $-111\times10^{-6}$ and diagonalization $-78\times10^{-6}$. The leading order is poorer here: it misses by $33\times10^{-6}$, which is 43 per cent of the diagonalized value, against $24\times10^{-6}$, or 12 per cent, for the first choice. The sign is confirmed. Part of the gap is tied to the truncation of the model: double excitations enter from fourth order on, and admitting all multiple $p\to p'$ excitations, at energy $n\Delta$ for $n$ excited electrons, moves the diagonalized value from $-78\times10^{-6}$ to $-92\times10^{-6}$, and that of the first choice from $198.1\times10^{-6}$ to $199.2\times10^{-6}$. Within the model, a core with strong spin-orbit coupling therefore does not by itself guarantee $g_J>g_e$. With positive diagonal constants the reversal needs $\zeta_xK_x>0$, a product that does not depend on the phases of the orbitals. The nonrelativistic $5p$, $6p$ and $6s$ orbitals of the $Z=55$ potential above give the opposite sign, $\zeta_x\approx0.22$ eV and $K_x\approx-0.16$ eV, so that both terms of \eqref{eq:B} are positive there. The negative example shows what the formula allows, not what a caesium-like core does.

At fixed $\Delta$ and exchange, \eqref{eq:B} is quadratic in the spin-orbit constants. Halving them in the first example reduces the diagonalized shift from $198\times10^{-6}$ to $52\times10^{-6}$, a factor of 3.8. Halving them again should leave about $13\times10^{-6}$ by the quadratic law, less than the valence reduction of $37.5\times10^{-6}$, and $g_J$ would then lie below $g_e$. This suggests why a heavy alkali atom can lie above the free-electron value while a light one lies below: if core spin-orbit coupling grows strongly with nuclear charge, the core shift can overtake the valence reduction, which stayed between $26\times10^{-6}$ and $38\times10^{-6}$ in the potentials above. For real atoms this remains a plausible reading of the model. Establishing it for caesium requires a many-electron relativistic calculation with all core shells and excitations. The numerical check printed below covers the core model and the Dirac states with $H=4.5$ and $H=1.5$; the $3s$ state with $H=1.919$, the Schr\"odinger $6s$ state, the values with multiple excitations and the $5p$--$6p$ constants of the $Z=55$ potential are not part of it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
free-electron g factor g_e: 2.00231930
fine-structure constant: 0.007297353
Coulomb 1s, Z=20, g from Dirac integral: 1.98572320
Coulomb 1s, Z=20, g closed form: 1.98572320
Breit shift, 1s, Z=1: -35.50 x 1e-6
Breit shift, 1s, bare Z=55: -0.1074
screened potential: tail charge 1, extra charge Z-1
Z=11 3s: screening d = 0.6 bohr, H = 1.5
Z=11 3s: orbital energy = -0.21866 hartree
Z=11 3s: half <r dV/dr> = 0.50085 hartree
Z=11 3s: small-component weight q = 1.33194e-05
Z=11 3s: g-2 from moment integral = -35.518 x 1e-6
Z=11 3s: -(8/3)q = -35.518 x 1e-6
Z=55 6s: screening d = 0.9 bohr, H = 4.5
Z=55 6s: orbital energy = -0.14296 hartree
Z=55 6s: half <r dV/dr> = 0.54026 hartree
Z=55 6s: small-component weight q = 1.40797e-05
Z=55 6s: g-2 from moment integral = -37.546 x 1e-6
Z=55 6s: -(8/3)q = -37.546 x 1e-6
weak-relativity ratio (Z=11, c times 5): 0.99995
core model excitation energy D: 12.0 eV
spin-orbit zp, zq, zx: 1.0, 0.2, 0.4 eV
exchange Kp, Kq, Kx: 0.3, 0.6, 0.1 eV
core g-2 without exchange: 8.9e-16
core g-2 without spin-orbit: 4.4e-16
quartet/doublet P ratio without exchange: 2.000000
quartet P weight with exchange: 2.176634e-03
doublet P weight with exchange: 9.397332e-04
quartet/doublet P ratio with exchange: 2.31623
core g-2, diagonalization: 198.11 x 1e-6
core g-2, leading formula: 222.22 x 1e-6
core g-2, halved spin-orbit: 52.06 x 1e-6
full/halved spin-orbit shift ratio: 3.805
second choice Kx: 0.4 eV
core g-2, second choice, diagonalization: -77.66 x 1e-6
core g-2, second choice, leading formula: -111.11 x 1e-6
small-coupling exact/formula, first choice: 0.99762
small-coupling exact/formula, second choice: 0.99348
model sum, Z=55 valence + core: 160.57 x 1e-6
model g_J = g_e + sum: 2.002480
\end{verbatim}
